# Length, Velocity and Mixed Forms of C6 with Nonlocal Pseudopotentials, part 2

Two neutral atoms A and B a distance $L$ apart attract with energy $-C_6/L^6$. We ask which formulas for $C_6$ remain equal when a pseudopotential is nonlocal. Hartree atomic units are used.

For each atom, $\mathbf R=(X,Y,Z)$ and $\mathbf P$ are the total electron position and momentum, $N$ is the number of (valence) electrons, and $\omega_n=E_n-E_0$. The ground state is real, spherical and nondegenerate apart from spin. The atoms are coupled by $W=(XX'+YY'-2ZZ')/L^3$, with primes for B. With $n$ on A and $m$ on B,

$$
C_6=\frac23\sum_{nm}\frac{|\mathbf R_{n0}|^2|\mathbf R_{m0}|^2}{\omega_n+\omega_m}, \tag{1}
$$

$$
C_6=\frac32\sum_{nm}\frac{f_nf_m}{\omega_n\omega_m(\omega_n+\omega_m)}. \tag{2}
$$

The length strength is $f_n^L=\frac23\omega_n|\mathbf R_{n0}|^2$. With $f_n=f_n^L$, the polarizability at imaginary frequency $iu$ gives $C_6$ too:

$$
\alpha(iu)=\sum_n\frac{2\omega_n|Z_{n0}|^2}{\omega_n^2+u^2}
=\sum_n\frac{f_n}{\omega_n^2+u^2}, \tag{3}
$$

$$
C_6=\frac3\pi\int_0^\infty\alpha_A(iu)\,\alpha_B(iu)\,du . \tag{4}
$$

For local potentials $f_n^L$ equals the velocity strength $f_n^V=\frac23|\mathbf P_{n0}|^2/\omega_n$ and the mixed strength $f_n^M=\frac23\mathrm{Re}[i\mathbf P_{0n}\cdot\mathbf R_{n0}]$. From $[X,P_x]=iN$ and completeness alone,

$$
\sum_nf_n^M=N. \tag{11}
$$

The closure relation is $2\sum_n\omega_n|X_{n0}|^2=\langle[X,[H,X]]\rangle$. An approximate ground state leaves a residual $|\eta\rangle$: $H|\tilde0\rangle=\tilde E_0|\tilde0\rangle+|\eta\rangle$.

The earlier local example has one electron in $V(r)=-\frac1r+2\exp[-(r/1.5)^2]$, with $E_0=-0.157114$ hartree and $C_6=4432.568$ hartree bohr$^6$ in all three forms.

Now let $V$ be a nonlocal potential, summed over electrons, with a real, symmetric, spin-independent one-electron kernel $V(\mathbf r,\mathbf r')$. Define

$$
\mathbf v=\mathbf P+i[V,\mathbf R]=i[H,\mathbf R]. \tag{13}
$$

Then $\mathbf v_{n0}=i\omega_n\mathbf R_{n0}$, and putting $\mathbf v$ for $\mathbf P$ in $f_n^V$ and $f_n^M$ gives the corrected forms, which again equal $f_n^L$.

**Q.** Is $\mathbf v$ a velocity, or did you choose it to rescue the equality?

**A.** By Heisenberg's equation, $i[H,\mathbf R]$ is the rate of change of position. A momentum shift shows the same thing. For a small number $k$,

$$
e^{-ikX}He^{ikX}=H+kv_x+\frac{k^2}2[X,[H,X]]+\dots \tag{15}
$$

The linear term is $-ik[X,H]=ik[H,X]=kv_x$. So $v_x$ is the operator that couples linearly to a shift of momentum.

**Q.** If someone keeps $\mathbf P$, how large is the error?

**A.** Write $\mathbf C_n=\langle n|[V,\mathbf R]|0\rangle$. From (13) and $\mathbf v_{n0}=i\omega_n\mathbf R_{n0}$,

$$
\mathbf P_{n0}=i(\omega_n\mathbf R_{n0}-\mathbf C_n).
$$

The uncorrected, or bare, strengths are therefore

$$
\begin{aligned}
f_n^{V,\mathrm{bare}}&=\frac2{3\omega_n}|\omega_n\mathbf R_{n0}-\mathbf C_n|^2,\\
f_n^{M,\mathrm{bare}}&=\frac23\mathrm{Re}\left[(\omega_n\mathbf R_{n0}-\mathbf C_n)^*\cdot\mathbf R_{n0}\right].
\end{aligned} \tag{16}
$$

The error depends on the size of $\mathbf C_n$ relative to $\omega_n\mathbf R_{n0}$. A small excitation energy can make it large even for a modest commutator.

**Q.** Let me check the strengths by summing them. Should a correct calculation still give $N$?

**A.** Not in general. The kinetic energy still contributes $N$ to $[X,[H,X]]$, but $V$ adds its own double commutator. Adding the three directions in the closure relation and dividing by three gives

$$
S\equiv\sum_nf_n^L
=N+\frac13\sum_{a=x,y,z}\langle[X_a,[V,X_a]]\rangle. \tag{17}
$$

To evaluate the new term, consider one electron. The kernel of $[V,x]$ is $V(\mathbf r,\mathbf r')(x'-x)$. Commuting with $x$ from the left multiplies it by $x-x'$, so the kernel of $[x,[V,x]]$ is $-(x-x')^2V(\mathbf r,\mathbf r')$.

For several electrons, the coordinate of one commutes with the nonlocal operator of another, so the one-electron terms simply add. Let $\rho_1(\mathbf r',\mathbf r)$ be the spin-summed one-body density matrix, normalized to $N$. Then

$$
S=N-\frac13\iint\rho_1(\mathbf r',\mathbf r)\,
|\mathbf r-\mathbf r'|^2V(\mathbf r,\mathbf r')\,d^3r\,d^3r'. \tag{18}
$$

For a local potential the kernel contains $\delta(\mathbf r-\mathbf r')$, the squared distance removes it, and $S=N$.

**Q.** Does the electron repulsion spoil (18)?

**A.** It commutes with the positions and drops out, though it affects $\rho_1$. A one-dimensional test has two interacting electrons, softened Coulomb forces and a nonlocal projector. In one dimension there is no average over directions, so the factor $1/3$ is absent. The sum $2\sum_n\omega_n|X_{n0}|^2$ is $1.526573$ on the grid used, and the kernel formula gives $1.526574$. A finer or wider grid moves both values together by up to about $10^{-5}$, so only $1.5266$ is converged. Both are well below the electron number, two.

**Q.** Has part of an electron disappeared, then?

**A.** No. Equation (15) shows what has changed. The ground-state average of $v_x$ vanishes, because $\langle[H,X]\rangle=0$ in an eigenstate. A sudden momentum kick $k$ therefore adds the average energy

$$
\Delta E=\frac{k^2}2\langle[X,[H,X]]\rangle=\frac{k^2}2S
$$

to leading order in $k$, where spherical symmetry makes each direction contribute $S$. With local potentials this is the kinetic energy $Nk^2/2$ of $N$ kicked electrons. A nonlocal potential energy changes under the kick as well. Likewise, $u^2\alpha(iu)$ tends to $S$ rather than $N$.

**Q.** Integral (18) is general, but I cannot read its sign. Take the simplest atom.

**A.** Let one electron occupy an s state, and let the potential multiply s waves by $V_s(r)$ and p waves by $V_p(r)$. This is a semilocal potential. Expanding,

$$
\langle[x,[V,x]]\rangle=2\langle xVx\rangle-\langle x^2V+Vx^2\rangle .
$$

In the first term $V$ acts on $x$ times an s state, which is a p wave. In the second it acts on the s state itself. Adding directions turns $x^2$ into $r^2$, so

$$
S=1+\frac23\left\langle r^2(V_p-V_s)\right\rangle. \tag{19}
$$

Repulsion on s waves alone lowers $S$; repulsion on p waves alone raises it.

For a separable s projector $V=h|\chi\rangle\langle\chi|$, with real $\chi$, the first term vanishes and

$$
S=1-\frac23h\langle0|r^2|\chi\rangle\langle\chi|0\rangle. \tag{20}
$$

Both formulas were tested against sums over computed transitions. An example with different repulsions on s and p waves gave $0.912309$ both ways, and a separable example gave $0.939841$ both ways.

**Q.** Now show me one atom in which I can follow the correction by hand.

**A.** Use the earlier potential, but let its repulsion act on s waves alone:

$$
V_s=2\exp\left[-\left(\frac r{1.5}\right)^2\right],\qquad V_p=0,
$$

in addition to the local attraction $-1/r$. Write the ground state as $u_0(r)/(r\sqrt{4\pi})$ and the p state along $z$ as $\sqrt{3/(4\pi)}\cos\theta\,u_n(r)/r$, with each $u$ normalized in $dr$. The angular integral for $z$ is

$$
\frac{\sqrt3}{4\pi}\int\cos^2\theta\,d\Omega=\frac1{\sqrt3}.
$$

The gradient and the commutator have the same angular factor. For the gradient, $\partial_z(u_0/r)=\cos\theta\,(u_0'-u_0/r)/r$. The radial integrals are thus

$$
\begin{aligned}
I&=\int u_nr u_0\,dr,\qquad
D=\int u_n\left(u_0'-\frac{u_0}r\right)dr,\\
G&=\int u_n(V_p-V_s)r u_0\,dr .
\end{aligned}
$$

Since $\mathbf P=-i\nabla$, the relation $\omega\mathbf R_{n0}=-i\mathbf P_{n0}+\mathbf C_n$ becomes

$$
\omega I=-D+G. \tag{21}
$$

The three p orientations cancel the factor $1/3$ in the squared elements. The strengths of the whole level are $\frac23\omega I^2$ in length form, $\frac23D^2/\omega$ in bare velocity form and $-\frac23DI$ in bare mixed form.

**Q.** And the numbers?

**A.** In atomic units the first transition has $\omega_1=0.032114$, $I=4.880765$, $D=-0.247931$ and $G=-0.091188$. The two sides of (21) are

$$
\omega_1I=0.1567,\qquad -D+G=0.2479-0.0912=0.1567 .
$$

The length strength is

$$
f_1^L=\frac23(0.032114)(4.8808)^2=0.510 .
$$

Without the commutator,

$$
f_1^{V,\mathrm{bare}}=\frac23\frac{(0.24793)^2}{0.032114}=1.276,
$$

$$
f_1^{M,\mathrm{bare}}=\frac23(0.24793)(4.8808)=0.807 .
$$

The bare amplitude $-D$ is too large by the factor $0.2479/0.1567=1.582$. It enters the mixed strength once and the velocity strength twice.

**Q.** The mixed value does not look absurd. What do the complete sums say?

**A.** The commutator term in (19) is $-0.116922$, so $S=1-0.116922=0.883078$. Length, corrected velocity and corrected mixed strengths all have this sum. The bare velocity sum is $1.378996$.

The bare mixed sum is $1.000000$. This is the result (11) from the local case, whose proof did not use the Hamiltonian. The bare mixed form thus reproduces the electron number although it is wrong for this atom.

The first transition shows how. Its bare mixed strength is too large by $0.807-0.510=0.297$. All higher transitions together have $1-0.807=0.193$, instead of the correct $0.883-0.510=0.373$, so they are too small by $0.180$. The two errors partly cancel in the sum, leaving $0.117$, which is the difference $N-S$.

**Q.** Do they cancel in $C_6$ too?

**A.** No, because $C_6$ gives low transitions more weight. The values are:

| Form | $C_6$ (hartree bohr$^6$) | Relative to length |
|---|---:|---:|
| Length | 6487 | — |
| Corrected velocity | 6487 | 0% |
| Corrected mixed | 6487 | 0% |
| Bare velocity | 37318 | +475% |
| Bare mixed | 15248 | +135% |

The length value is 3876 eV Å$^6$.

The part of (2) with the first transition on both atoms is

$$
\frac34\frac{f_1^2}{\omega_1^3}
=\frac34\frac{(0.510)^2}{(0.032114)^3}
\approx5.89\times10^3,
$$

about 91% of the length result. Since $C_6$ contains two strengths, this part is multiplied by $1.582^4=6.26$ in bare velocity form and by $1.582^2=2.50$ in bare mixed form. That accounts for most of the errors. Their size belongs to this model, whose first excitation energy is small; it is not an estimate for pseudopotentials in general. Their sign also belongs to this model: it follows the sign of $G$ relative to $-D$, so a potential with a different $V_p-V_s$ can give $S>N$ and bare values below the length value.

**Q.** Perhaps strong repulsion is the culprit, not nonlocality.

**A.** The local atom of the first half separates the two. It has the same repulsion on all waves and the same s-wave Hamiltonian, hence the same ground-state energy, $-0.157114$ hartree. Its bare forms agree at 4433 hartree bohr$^6$. Repulsion alone does not break the equality.

**Q.** Yet that value is smaller than 6487. Is this a remaining error?

**A.** It is a real difference between two Hamiltonians. Let $h$ be the radial p-wave Hamiltonian and $b=ru_0$. For two equal atoms, (1) can be written

$$
C_6=\frac23\langle bb|(h_A+h_B-2E_0)^{-1}|bb\rangle .
$$

Both models share $b$ and $E_0$. The local model adds a positive repulsion to $h$. For a positive operator $B$,

$$
\langle c|B^{-1}|c\rangle=\max_x\left[2\,\mathrm{Re}\langle x|c\rangle-\langle x|B|x\rangle\right],
$$

as completing the square shows. Adding a strictly positive repulsion to $B$ lowers the bracket for every nonzero $x$. The maximum is reached at $x=B^{-1}c\ne0$, so it is lowered too. The local atom must therefore have the smaller $C_6$ of the two.

**Q.** You still treat the length result as the reference. Has it been checked without its sum over states?

**A.** Solving linear-response equations at imaginary frequencies and integrating (4) gives the same 6487.231 hartree bohr$^6$. A second test diagonalizes two coupled atoms in a smaller basis, keeping the ground pair and pairs of p excitations along the same axis. At $L=60$ bohr, $-EL^6=6487.17$, against 6487.18 from the sum in that basis.

In this restricted problem, eliminating the excited pairs gives

$$
E=-\sum_j\frac{|W_j|^2}{\Delta_j-E},
$$

where $j$ labels a pair with excitation energy $\Delta_j$ and coupling $W_j$. Because $E$ is negative, the denominators exceed $\Delta_j$, and the attraction is slightly weaker than second order predicts. The relative deviation is proportional to $|E|$, hence to $L^{-6}$ at leading order. It is $1.486\times10^{-3}$ at 20 bohr and $1.308\times10^{-4}$ at 30 bohr. Their ratio, 11.36, is close to $1.5^6=11.39$. This checks the $C_6$ prefactor; it is not a complete potential curve, since higher multipoles and other excited pairs are absent.

**Q.** What should I compare, then, when a pseudopotential calculation gives me several values?

**A.** Compare the length form with the velocity form built from $\mathbf v$, and compare the strength sum with (18), not automatically with $N$. Both comparisons close for exact eigenstates of the pseudo-Hamiltonian, provided the eigenproblem is the ordinary $H\psi=E\psi$ assumed here; ultrasoft and PAW schemes, which carry an overlap operator and augmented dipoles, need further terms that are not derived here. For one electron a converged basis is enough; with several electrons an approximate treatment of their repulsion leaves a residual $|\eta\rangle$, and the comparisons need not close even in a converged one-electron basis. Nor does their closing prove that $C_6$ has converged: for one electron with the exact $u_0$, a single p function proportional to $ru_0$ already satisfies both. If the bare mixed sum equals $N$, you have learned that the states are sufficiently complete for (11), but not that $C_6$ is right. The remaining figures are in the numerical output below.

## Calculated quantities

```
MODEL: -1/r plus Gaussian repulsion on s waves only
repulsion height = 2.0 hartree
repulsion range = 1.5 bohr
ground energy E0 = -0.157114 hartree
first excitation w1 = 0.032114 hartree
first transition I = 4.880765 bohr
first transition D = -0.247931 1/bohr
first transition G = -0.091188 hartree bohr
w1*I = 0.156743 a.u.
-D+G = 0.156743 a.u.
f1, length = 0.510016
f1, velocity = 0.510016
f1, mixed = 0.510016
f1, bare velocity = 1.276058
f1, bare mixed = 0.806728
commutator shift of sum rule = -0.116922
sum of f, length = 0.883078
sum of f, velocity = 0.883078
sum of f, mixed = 0.883078
sum of f, bare velocity = 1.378996
sum of f, bare mixed = 1.000000
u^2 alpha(iu) at u = 200 hartree: 0.88308
static polarizability = 509.6480 bohr^3
C6, length = 6487.231 hartree bohr^6 (+0.00 %)
C6, velocity = 6487.231 hartree bohr^6 (+0.00 %)
C6, mixed = 6487.231 hartree bohr^6 (+0.00 %)
C6, bare velocity = 37318.191 hartree bohr^6 (+475.26 %)
C6, bare mixed = 15248.335 hartree bohr^6 (+135.05 %)
C6, frequency integral = 6487.231 hartree bohr^6
C6, length = 3876.295 eV angstrom^6
CONTROL: same repulsion on all waves (local)
control E0 = -0.157114 hartree
control C6, length = 4432.568 hartree bohr^6
control C6, bare velocity = 4432.568 hartree bohr^6
control C6, bare mixed = 4432.568 hartree bohr^6
control sum of f, length = 1.000000
HYDROGEN
hydrogen C6, length = 6.499027 hartree bohr^6
hydrogen C6, bare velocity = 6.499027 hartree bohr^6
hydrogen C6, bare mixed = 6.499027 hartree bohr^6
OTHER TESTS
s and p semilocal: sum of f = 0.912309, rule 0.912309
separable: sum of f = 0.939841, rule 0.939841
two electrons, 1D: sum = 1.526573, rule 1.526574
coupled atoms at 60 bohr, 12 functions: C6 = 6487.17 hartree bohr^6
sum over states, same basis: C6 = 6487.18 hartree bohr^6
relative deviation at 20 bohr = 1.486e-03
relative deviation at 30 bohr = 1.308e-04
```
